Why the Wiedemann-Franz law fails at a transmission node

**Question.** In a coherent conductor the same electrons carry charge and heat, and the Wiedemann-Franz law says that the Lorenz ratio L = κ/(GT) takes the Sommerfeld value L₀ = (π²/3)(k_B/e)² whatever the sample. Why does the law fail when the transmission vanishes at the Fermi level as 𝒯 = a(E − E_F)², what value does L take there, and when can it be observed?

**Answer.** The Lorenz ratio measures the spread in energy of the electrons that get through the conductor. If the transmission is nearly constant over the thermal window, that spread is set by the Fermi function alone, which is the origin of the universal L₀. A node at the Fermi level blocks the electrons at the centre of the window and passes those in its two tails. These carry the same charge each but more heat, so the heat per transmitted charge rises.

**The Lorenz ratio as a variance**

Take a two-terminal conductor with coherent, elastic, non-interacting electrons, two spin channels with the same transmission 𝒯(E), and no phonons. The electron charge is −e with e > 0. "E_F" has to be read as the chemical potential μ of the reservoirs at temperature T, because the thermal window is centred there. The Landauer particle and heat currents from left to right are

J_N = (2/h) ∫ 𝒯 (f_L − f_R) dE,  J_Q = (2/h) ∫ 𝒯 (E − μ)(f_L − f_R) dE.

Put θ = k_BT and x = (E − μ)/θ, so that f = 1/(eˣ + 1). Differences Δμ and ΔT (left minus right) change x by −Δμ/θ − xΔT/T, so to first order

f_L − f_R = w(x) [Δμ/θ + x ΔT/T],  w(x) = −df/dx = 1/(4 cosh²(x/2)).

The window w is even and has unit area. With dE = θ dx, θ/T = k_B and K_n = ∫ 𝒯 xⁿ w dx,

J_N = (2/h) [K₀ Δμ + K₁ k_BΔT],  J_Q = (2θ/h) [K₁ Δμ + K₂ k_BΔT].

The charge current is I = −eJ_N and Δμ = −eΔV, so at ΔT = 0 the two signs cancel and G = (2e²/h)K₀. Thermopower and thermal conductance are defined at I = 0, which requires Δμ = −(K₁/K₀)k_BΔT, that is ΔV = +(k_B/e)(K₁/K₀)ΔT. Then S = −ΔV/ΔT and κ = J_Q/ΔT give

S = −(k_B/e) K₁/K₀,  κ = (2k_B²T/h)(K₂ − K₁²/K₀).

Dividing κ by GT,

L = (k_B/e)² [K₂/K₀ − (K₁/K₀)²].

Since 𝒯w/K₀ is non-negative with unit area, it is the probability distribution in x of the transmitted carriers, and the bracket is its variance. The overall size of 𝒯 cancels; its shape across the window is what remains.

**Moments of the thermal window**

The moments M_n = ∫ xⁿ w dx follow from F(s) = ∫ e^{isx} w dx. Integrate e^{isx}w around the rectangle between the real axis and the line Im x = 2π; the short sides vanish because w decays exponentially. Since cosh(x/2 + iπ) = −cosh(x/2), w is the same on both long sides, and the upper one, run backwards, contributes −e^{−2πs}F. Inside lies one pole, at x = iπ + ζ with ζ → 0, where cosh(x/2) = i sinh(ζ/2) and w = −1/ζ² + O(1). The residue is the ζ¹ coefficient of e^{isx} times −1, namely −is e^{−πs}. Hence

F(s)(1 − e^{−2πs}) = 2πi(−is)e^{−πs} = 2πs e^{−πs},  F(s) = πs/sinh(πs).

With q = πs, sinh q/q = 1 + q²/6 + q⁴/120 + q⁶/5040 + …. Write its inverse as 1 + a₁q² + a₂q⁴ + a₃q⁶ and require the product to be 1: a₁ = −1/6, a₂ = −1/120 − a₁/6 = 7/360, a₃ = −1/5040 − a₁/120 − a₂/6 = −31/15120. Comparing with F = 1 − M₂s²/2! + M₄s⁴/4! − M₆s⁶/6!,

M₂ = π²/3 = 3.28987,  M₄ = 24·7π⁴/360 = 7π⁴/15 = 45.458,  M₆ = 720·31π⁶/15120 = 31π⁶/21 = 1419.19.

Odd moments vanish because w is even. Note that L₀ = M₂(k_B/e)².

**Smooth transmission and node**

Expand a smooth transmission as 𝒯 = 𝒯₀ + 𝒯′θx + ½𝒯″θ²x² + …. If 𝒯₀ ≠ 0, then K₀ = 𝒯₀ + O(θ²), K₁ = O(θ), K₂ = 𝒯₀M₂ + O(θ²), and the variance is M₂ + O(θ²). This is the Wiedemann-Franz law, L → L₀ = 2.443×10⁻⁸ W Ω/K² as T → 0. It rests on dividing by 𝒯₀.

At a node 𝒯₀ = 0, and 𝒯′ = 0 as well because a smooth 𝒯 cannot go negative. The term that was a correction now leads. With 𝒯 = aθ²x²,

K₀ = aθ²M₂,  K₁ = aθ²M₃ = 0,  K₂ = aθ²M₄,

L = (k_B/e)² M₄/M₂ = (7π²/5)(k_B/e)²,

L/L₀ = M₄/M₂² = (7π⁴/15)(9/π⁴) = 21/5.

So L = 1.026×10⁻⁷ W Ω/K², independent of a and of T, and S = 0. Relative to a constant unit transmission, G is multiplied by aθ²M₂ and κ by aθ²M₄/M₂: both are suppressed as T², heat less than charge.

The filtering shows in the weights. Setting the logarithmic derivative n/x − tanh(x/2) of xⁿw to zero, the charge weight x²w peaks at x tanh(x/2) = 2, that is |E − μ| = 2.40 θ, and the heat weight x⁴w at x tanh(x/2) = 4, that is 4.13 θ. The range |E − μ| < 2θ supplies 76% of G for flat transmission and 24% at the node. The rms energy of the transmitted carriers rises from π/√3 = 1.814 θ to π√(7/5) = 3.717 θ, and the square of their ratio is 21/5.

**Why a node is quadratic**

Let a finite device with Hamiltonian matrix H be joined at sites L and R, by hopping −t_c, to two chains with hopping −t, where E = −2t cos k with 0 < k < π. Take ψ_n = e^{ikn} + r e^{−ikn} on the left (n ≤ −1) and ψ_n = τ e^{ikn} on the right (n ≥ 1). Using E e^{±ik} + t e^{±2ik} = −t, the Schrödinger equations on the last lead sites give τ = (t_c/t)ψ_R and 1 + r = (t_c/t)ψ_L. Then ψ₁ = (t_c/t)e^{ik}ψ_R and ψ₋₁ = (t_c/t)e^{ik}ψ_L − 2i sin k. Inserted in the device equations, each lead adds Σ = −(t_c²/t)e^{ik} to its contact site, and the left one adds a source 2it_c sin k. With 𝒢 = (E − H − Σ_leads)⁻¹,

𝒯 = |τ|² = 4(t_c⁴/t²) sin²k |𝒢_RL|².

By Cramer's rule 𝒢_RL = C(E)/det(E − H − Σ_leads), where C is the cofactor with row L and column R deleted. The self-energies sit at entries (L,L) and (R,R), and both are deleted. For real H (no magnetic flux) C is therefore a real polynomial in E. At a simple real root E₀ inside the band, where the determinant is non-zero, τ ∝ E − E₀ and 𝒯 ≈ a(E − E₀)². A simple real root of a real polynomial moves but survives under small real changes of H. This argument needs one channel in each lead. With several channels 𝒯 is a sum of squared amplitudes that need not vanish at the same energy, and the node can be lifted although H is real.

The simplest case is a level ε side-coupled with strength V to one site of the chain (L = R, t_c = t). Eliminating the level gives that site the energy U = V²/(E − ε), and the two leads give −2te^{ik}, so 𝒢 = 1/(E + 2te^{ik} − U) = 1/(2it sin k − U). With y = E − ε and 4t² sin²k = 4t² − E²,

𝒯 = 4t² sin²k/(4t² sin²k + U²) = y²/(y² + γ²),  γ = V²/√(4t² − E²).

The node has width γ. Since 𝒯 ≤ 1, a real transmission is quadratic just in the core of such a dip, and 21/5 is the limit in which θ is small compared both with γ and with the distance from the node to the band edge, over which γ itself changes. Another lattice behaves the same way: a six-site ring (hopping 2 eV, leads 2 eV, links 1 eV, μ = 0, 30 K) gives L/L₀ = 4.2002 with contacts two sites apart (meta) and 1.0000 with contacts on opposite sites (para).

The number 21/5 belongs to the exponent 2. For 𝒯 ∝ |x|^p use w = Σ(−1)^{n+1} n e^{−nx} for x > 0 and ∫₀^∞ x^p e^{−nx}dx = Γ(p+1)/n^{p+1}. This gives M_p = 2Γ(p+1)η(p), with η(p) = Σ(−1)^{n+1}n^{−p} the Dirichlet eta function; termwise integration holds for p > 1, and both sides continue analytically to p > −1. Since K₁ = 0 by symmetry,

L = (k_B/e)² M_{p+2}/M_p = (k_B/e)² (p+1)(p+2) η(p+2)/η(p).

L/L₀ is 1, 1.634, 2.372, 4.2 and 9.490 for p = 0, ½, 1, 2, 4; the last is M₆/(M₄M₂) = (155π²/49)(3/π²) = 465/49. Equal side levels on two adjacent sites have |C| = t(E − ε)² and a determinant V⁴ at E = ε, hence p = 4, and the lattice value for t = 2 eV, V = 1 eV at 10 K is 9.4901. A double root is not protected: unequal levels split it into two simple roots, and a 2 meV mismatch with μ on one root gives 4.62 at 10 K.

**First condition: the node must lie at μ**

Let the node sit at E₀ = μ + dθ, so 𝒯 = aθ²(x² − 2dx + d²). Dropping the common factor aθ²,

K₀ ∝ M₂ + d²,  K₁ ∝ −2dM₂,  K₂ ∝ M₄ + d²M₂.

Define u = d²/M₂ = 3d²/π² and use M₄ = (21/5)M₂². Then K₂/(K₀M₂) = (21/5 + u)/(1 + u) and K₁²/(K₀²M₂) = 4u/(1 + u)², so

L/L₀ = [(21/5 + u)(1 + u) − 4u]/(1 + u)² = (21/5 + 6u/5 + u²)/(1 + u)².

Setting the numerator equal to 1 + 2u + u² gives 16/5 = 4u/5, so L = L₀ at u = 4 (d = 3.63). The derivative vanishes where (6/5 + 2u)(1 + u) = 2(21/5 + 6u/5 + u²), that is 4u/5 = 36/5, u = 9 (d = 5.44), with minimum (4.2 + 10.8 + 81)/100 = 24/25. The first term, 1 + (16/5)/(1 + u), exceeds 1 at all u, so the dip below L₀ comes from the subtracted thermoelectric term. At large u, L/L₀ = 1 − 4/(5u) + …. For a fixed energy offset, d ∝ 1/T, and cooling restores L₀: the limits T → 0 and E₀ → μ do not commute.

The thermopower is S = (k_B/e)·2dM₂/(M₂ + d²) = (k_B/e)√M₂·2√u/(1 + u) for d > 0. It is positive because a node above μ favours carriers below μ, and since 2√u ≤ 1 + u it is largest at u = 1, where it equals (k_B/e)π/√3 = 156.3 μV/K. The combination GS²T/κ = S²/L = 4/(21/(5u) + 6/5 + u) peaks at u = √(21/5) with the value 0.755 (d = 2.60). This counts electronic heat alone, so for a purely quadratic 𝒯 it bounds the figure of merit from above. It is no bound for other shapes: the asymmetric side level treated below (t = 1 eV, V = 1.5 eV, ε = 1.5 eV) reaches 0.77 at 30 K and 0.90 at 300 K, and the p = 4 node about 1.8.

**Second condition: no background**

If 𝒯 = a[(E − μ)² + Δ²], then K₀ = a(M₂θ² + Δ²), K₁ = 0, K₂ = a(M₄θ² + M₂Δ²), and

L/L₀ = (21/5 + β)/(1 + β),  β = Δ²/(M₂θ²).

Again T → 0 at fixed Δ gives β → ∞ and L₀. A parallel channel gives such a background with no field. In the meta ring above, a second chain in each lead, joined by only 0.01 eV to the site opposite the other contact, leaves 𝒯 = 1.25×10⁻⁵ at the node and brings L/L₀ at 30 K from 4.20 down to 1.02. Within one channel, magnetic flux can produce a background too. Take a triangle: contact sites joined by −t, and a third site of energy ε joined to them by −V and −Ve^{iφ}. Deleting row L and column R leaves |C| = |t(E − ε) − V²e^{iφ}|, so

|C|² = t²[(E − E₀)² + Δ²],  E₀ = ε + (V²/t)cos φ,  Δ = (V²/t) sin φ.

For t = 2 eV, V = 1 eV, ε = −0.5 eV and μ = E₀ at 10 K, the lattice gives L/L₀ = 4.1998 at φ = 0. At φ = 0.002, Δ = 1.0 meV and β = 0.4093, the formula gives 4.6093/1.4093 = 3.2706 and the lattice 3.2704. At φ = 0.02 (β = 40.9) both give 1.0763. These values leave out the Zeeman shift, which moves the node by ±μ_BB for the two spins and so acts as a further background of size μ_BB. With φ = eBA/ħ for a loop of area A, φ = 0.002 needs 1.3 T at 1 nm², where μ_BB = 0.08 meV is small. It needs 155 T for a triangle of side 1.4 Å, where μ_BB = 9.0 meV dominates and L/L₀ = 1.09.

**Third condition: the window must fit inside the node**

Write 𝒯 = ay²(1 + by + cy² + …) with y = E − μ = θx. Parity selects the terms:

K₀ = aθ²(M₂ + cθ²M₄),  K₁ = aθ²·bθM₄,  K₂ = aθ²(M₄ + cθ²M₆),

each up to relative order θ⁴ in K₀, K₂ and θ² in K₁. Then K₂/K₀ = (M₄/M₂)[1 + cθ²(M₆/M₄ − M₄/M₂)] and (K₁/K₀)² = b²θ²(M₄/M₂)². With M₆/M₄ − M₄/M₂ = (155/49 − 7/5)π² = (775 − 343)π²/245,

L/L₀ = (21/5)[1 + (432π²/245) cθ² − (7π²/5) b²θ² + O(θ⁴)].

The coefficients are 17.40 and 13.82. The cubic asymmetry b does not enter at first order in θ, because it reaches L through K₁² alone at this order. For the side level, 𝒯 = y²D(y)/(V⁴ + y²D(y)) with D(y) = D − 2εy − y² and D = 4t² − ε². Expanding the denominator,

𝒯 = (D/V⁴) y² [1 − 2εy/D − y²/D − Dy²/V⁴ + …],

so b = −2ε/D and c = −1/D − D/V⁴. For t = 1 eV, V = 1.5 eV, ε = μ = 1.5 eV these are b = −1.7143 eV⁻¹ and c = −0.9171 eV⁻², predicting a θ² coefficient of −15.960 − 40.606 = −56.566 eV⁻²; the lattice gives −56.567 eV⁻².

If γ is treated as constant, a closed form holds at every temperature. Put g = γ/θ and 𝒯 = 1 − g²/(x² + g²). Use g²/(x² + g²) = (g/2)∫e^{−g|s|}e^{isx}ds, then F(s), then 1/sinh πs = 2Σ_{n≥0} e^{−(2n+1)πs} and ∫₀^∞ s e^{−αs}ds = 1/α²:

∫ g²w/(x² + g²) dx = g∫₀^∞ e^{−gs} πs/sinh(πs) ds = Σ_{n≥0} 2πg/(g + (2n+1)π)² = zψ′(½ + z),

where z = g/2π and ψ′(v) = Σ_{n≥0} (n + v)⁻² is the trigamma function. So K₀ = 1 − zψ′(½ + z). The identity x²𝒯 = x² − g²𝒯 gives K₂ = M₂ − g²K₀, and K₁ = 0, so

L/L₀ = 1/K₀ − 3g²/π².

For g → 0 (θ ≫ γ) K₀ → 1 and L → L₀: a dip much narrower than the window removes too few carriers to matter.

**Worked example**

Take round model parameters t = 2 eV, V = 1 eV, ε = μ = 0. Then γ = V²/2t = 0.25 eV at the node, b = 0, and c = −1/16 − 16 = −16.0625 eV⁻², where 16 eV⁻² = 1/γ² comes from the node width and 1/16 eV⁻² = 1/D from the band. The K_n below are quadratures of the lattice transmission.

At 100 K, θ = 8.6173 meV, g = 0.25/0.0086173 = 29.01, K₀ = 3.84664×10⁻³, K₂ = 5.21216×10⁻² and K₁ = 0 by symmetry. Then

G = 77.4809 μS × 3.84664×10⁻³ = 0.2980 μS,

L/L₀ = 5.21216×10⁻²/(3.84664×10⁻³ × 3.28987) = 4.1187,

L = 4.1187 × 2.4430×10⁻⁸ = 1.0062×10⁻⁷ W Ω/K²,

κ = LGT = 1.0062×10⁻⁷ × 0.29804×10⁻⁶ × 100 W/K = 3.00 pW/K.

The first-order formula gives 4.2 × [1 − 17.4027 × 16.0625 × (0.0086173)²] = 4.1128. The three temperatures compare as follows (L/L₀ from the lattice, first order, trigamma):

30 K: 4.1922, 4.1922, 4.1922; G = 0.0272 μS, κ = 0.084 pW/K

100 K: 4.1187, 4.1128, 4.1190; G = 0.298 μS, κ = 3.00 pW/K

300 K: 3.6927, 3.4154, 3.6941; G = 2.41 μS, κ = 65.3 pW/K

At 300 K (g = 9.67) the first-order value lies 7.5% below the lattice value, while the trigamma form is within 0.04% of it. The error of the first-order formula thus comes from higher terms in the expansion of y²/(y² + γ²), which the trigamma form keeps, and not from the energy dependence of γ, which it drops. The ratio has fallen to 4 at 165 K, where θ/γ is 0.057. So small a θ/γ already matters because the leading relative correction is 17.40(θ/γ)², its large coefficient being the mean of x² under the heat weight x⁴w (M₆/M₄ = 31.2) minus that under the charge weight x²w (M₄/M₂ = 13.8).

Now put the node 5 meV above μ. At 30 K, d = 5/2.5852 = 1.934 and u = 1.934²/3.28987 = 1.137, so the quadratic formula gives (4.2 + 1.3644 + 1.2928)/2.137² = 1.5015, against 1.4985 on the lattice. The full sequence (u; lattice L/L₀; quadratic formula; lattice S) is

100 K: 0.102; 3.498; 3.566; 89.3 μV/K

30 K: 1.137; 1.499; 1.502; 155.7 μV/K

10 K: 10.23; 0.9602; 0.9605; 89.0 μV/K

1 K: 1023; 0.9992; 0.9992; 9.8 μV/K

Cooling removes the enhancement, passes close to the minimum 24/25 near 10 K, and returns to L₀. At 100 K the lattice value is 1.9% below the quadratic formula, close to the 1.9% by which 4.1187 lies below 4.2 at zero offset; the offset is small here (u = 0.10), and the two shifts need not agree at larger u. A ratio close to 21/5 therefore needs a temperature interval: θ well above the offset and the background Δ, and small enough that the corrections 17.40 cθ² and 13.82 b²θ² are negligible, which for this band-centre node means θ well below γ. A weaker enhancement reaches further: with the 5 meV offset, L stays above L₀ down to about 16 K, where the offset is 3.6 θ. The interval close to 21/5 is missing at that offset: L/L₀ peaks at 3.77 near 183 K, against 4.01 for 2 meV and 4.10 for 1 meV.

A last restriction concerns what is measured. The L above contains electronic heat alone, and at the node that heat is small. One ballistic phonon mode conducts (k_B²T/h)∫₀^∞ x²eˣ/(eˣ − 1)² dx; expanding eˣ/(eˣ − 1)² = Σ n e^{−nx} gives Σ 2/n² = π²/3, so κ_q = π²k_B²T/3h, an upper bound for one mode. With K₁ = 0 the electronic part is κ/κ_q = 2K₂/M₂, which at 100 K is 2 × 0.0521216/3.28987 = 0.0317 of κ_q = 94.6 pW/K; it is 0.003 at 30 K and 0.23 at 300 K. At 100 K a single phonon mode with thermally averaged transmission of about 0.03 would carry as much heat as the electrons, so a measured κ/(GT) can be compared with the electronic ratio derived here only if the phonon part is negligible or has been subtracted, and only if transport is coherent and elastic, with interactions negligible, as assumed at the start.

The numerical check printed below tests the linear-response formulas against finite-bias currents, and the moments, power-law, detuning, background, curvature and trigamma formulas against quadrature and direct solution of the lattice scattering problem.

Values computed for the example and the checks

```
M2 = pi**2/3 = 3.28987 (dimensionless)
M4 = 7*pi**4/15 = 45.45758 (dimensionless)
M6 = 31*pi**6/21 = 1419.19357 (dimensionless)
L/L0 at node = M4/M2^2 = 21/5 = 4.200000 (quadrature)
L0 = 2.44300e-08 W Ohm/K^2 ; L at node = 1.02606e-07 W Ohm/K^2
curvature coefficients: 432*pi**2/245 = 17.4027 ; 7*pi**2/5 = 13.8174
peak of charge weight x^2 w at |E-mu| = 2.3994 kBT
peak of heat weight x^4 w at |E-mu| = 4.1307 kBT
rms energy: flat 1.8138 kBT, node 3.7172 kBT
share of G from |E-mu|<2 kBT: flat 0.7616, node 0.2422
power law p = 0: L/L0 = 1.00000
power law p = 0.5: L/L0 = 1.63414
power law p = 1: L/L0 = 2.37210
power law p = 2: L/L0 = 4.20000
power law p = 4: L/L0 = 9.48980
L = L0 at d = 3.6276; minimum L/L0 = 0.96000 at d = 5.4414
max S = 156.30 uV/K at d = 1.8138
max S^2/L = 0.7549 at d = 2.5966
asymmetric stub t=1.0, V=1.5, eps=1.5 eV: b = -1.7143 /eV, c = -0.9171 /eV^2
  th^2 coefficient: lattice -56.567, formula -15.960 - 40.606 /eV^2
six-ring hop 2 eV, lead 2 eV, link 1 eV, 30 K: L/L0 meta 4.2002, para 1.0000
double stub t=2.0, V=1.0 eV, 10 K: L/L0 = 9.4901
triangle eps=-0.5 eV, 10 K, phi=0.0 rad: Delta 0.000 meV, beta 0.0000, L/L0 4.1998, formula 4.2000
triangle eps=-0.5 eV, 10 K, phi=0.002 rad: Delta 1.000 meV, beta 0.4093, L/L0 3.2704, formula 3.2706
triangle eps=-0.5 eV, 10 K, phi=0.02 rad: Delta 9.999 meV, beta 40.9277, L/L0 1.0763, formula 1.0763
example: t = 2.0 eV, V = 1.0 eV, eps = mu = 0.0 eV, gamma = 0.250 eV, c = -16.0625 /eV^2
2e^2/h = 77.4809 uS
T = 30 K: kBT = 2.5852 meV, g = 96.704, K0 = 3.51273e-04, K2 = 4.84468e-03
  G = 0.02722 uS, kappa = 0.0836 pW/K, L = 1.0242e-07 W Ohm/K^2
  L/L0: lattice 4.1922, first order 4.1922, trigamma 4.1922
  thermal quantum = 28.393 pW/K, kappa/quantum = 0.00295
T = 100 K: kBT = 8.6173 meV, g = 29.011, K0 = 3.84664e-03, K2 = 5.21216e-02
  G = 0.29804 uS, kappa = 2.9989 pW/K, L = 1.0062e-07 W Ohm/K^2
  L/L0: lattice 4.1187, first order 4.1128, trigamma 4.1190
  thermal quantum = 94.643 pW/K, kappa/quantum = 0.03169
T = 300 K: kBT = 25.8520 meV, g = 9.670, K0 = 3.11207e-02, K2 = 3.78070e-01
  G = 2.41126 uS, kappa = 65.2580 pW/K, L = 9.0213e-08 W Ohm/K^2
  L/L0: lattice 3.6927, first order 3.4154, trigamma 3.6941
  thermal quantum = 283.929 pW/K, kappa/quantum = 0.22984
L/L0 = 4 at T = 164.9 K, kBT/gamma = 0.0569
node 5.0 meV above mu:
  T = 100 K: d = 0.580, u = 0.1023, L/L0 lattice 3.4983, quadratic 3.5661, S = 89.29 uV/K
  T = 30 K: d = 1.934, u = 1.1370, L/L0 lattice 1.4985, quadratic 1.5015, S = 155.71 uV/K
  T = 10 K: d = 5.802, u = 10.2333, L/L0 lattice 0.9602, quadratic 0.9605, S = 88.97 uV/K
  T = 1 K: d = 58.023, u = 1023.3301, L/L0 lattice 0.9992, quadratic 0.9992, S = 9.76 uV/K
```
